# Spin symmetry and energy of trial functions for 1s2s helium: a numerical check

```python
"""Helium 1s2s: singlet, triplet and single spin-assigned product.

Result under test (Hartree atomic units, clamped nucleus of charge Z = 2):
with orthonormal orbitals a = 1s, b = 2s and no correlation factor,
  E[a(1)b(2)] = (E_singlet + E_triplet)/2,
  singlet: a(1)b(2)+b(1)a(2),  triplet: a(1)b(2)-b(1)a(2).
With overlapping orbitals or a symmetric Jastrow factor the plain mean
becomes a mean weighted by the norms of the two symmetry components.
J, K: Coulomb and exchange integrals; r12: distance between electrons;
zeta: charge in the hydrogenic 2s orbital; S_ab: overlap of a and b.
"""
import numpy as np
from scipy.constants import physical_constants

Z = 2.0
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
RMAX = 50.0


def orb_a(r):
    return np.sqrt(Z**3 / np.pi) * np.exp(-Z * r)


def der_a(r):
    return -Z * orb_a(r)


def orb_b(r, zeta=Z):
    return np.sqrt(zeta**3 / (8 * np.pi)) * (1 - zeta * r / 2) * np.exp(-zeta * r / 2)


def der_b(r, zeta=Z):
    return (-np.sqrt(zeta**3 / (8 * np.pi)) * zeta * (1 - zeta * r / 4)
            * np.exp(-zeta * r / 2))


def legendre(n, upper):
    x, w = np.polynomial.legendre.leggauss(n)
    return upper * (x + 1) / 2, upper * w / 2


def make_grid(n_r, n_t, n_s):
    """Points (r1, r2, r12) and volume weights, both orders of the radii."""
    r, wr = legendre(n_r, RMAX)
    t, wt = legendre(n_t, 1.0)
    s, ws = legendre(n_s, 1.0)
    big, frac, pos = np.meshgrid(r, t, s, indexing="ij")
    small = big * frac
    dist = big - small + 2 * small * pos
    weight = wr[:, None, None] * wt[None, :, None] * ws[None, None, :]
    weight = weight * 8 * np.pi**2 * big * small * dist * big * 2 * small
    big, small, dist, weight = (v.ravel() for v in (big, small, dist, weight))
    return (np.concatenate([big, small]), np.concatenate([small, big]),
            np.concatenate([dist, dist]), np.concatenate([weight, weight]))


def energy_and_norm(grid, c_ab, c_ba, zeta=Z, jastrow=False):
    """Expectation of H from gradients and potential, by 3D quadrature."""
    r1, r2, r12, w = grid
    a1, a2, b1, b2 = orb_a(r1), orb_a(r2), orb_b(r1, zeta), orb_b(r2, zeta)
    f = c_ab * a1 * b2 + c_ba * b1 * a2
    f1 = c_ab * der_a(r1) * b2 + c_ba * der_b(r1, zeta) * a2
    f2 = c_ab * a1 * der_b(r2, zeta) + c_ba * b1 * der_a(r2)
    f12 = np.zeros_like(f)
    if jastrow:
        factor = np.exp(r12 / (2 * (1 + r12)))
        f12 = f * factor / (2 * (1 + r12)**2)
        f, f1, f2 = f * factor, f1 * factor, f2 * factor
    cos1 = (r1**2 + r12**2 - r2**2) / (2 * r1 * r12)
    cos2 = (r2**2 + r12**2 - r1**2) / (2 * r2 * r12)
    kinetic = 0.5 * (f1**2 + f2**2 + 2 * f12**2
                     + 2 * f1 * f12 * cos1 + 2 * f2 * f12 * cos2)
    potential = (-Z / r1 - Z / r2 + 1 / r12) * f**2
    norm = np.sum(w * f**2)
    return np.sum(w * (kinetic + potential)) / norm, norm


grid = make_grid(80, 52, 36)
coarse = make_grid(64, 40, 24)

# Orthonormal hydrogenic orbitals: quadrature against closed forms
e_sing, n_sing = energy_and_norm(grid, 1, 1)
e_trip, n_trip = energy_and_norm(grid, 1, -1)
e_prod, n_prod = energy_and_norm(grid, 1, 0)
r1, r2, r12, w = grid
coulomb = np.sum(w * orb_a(r1)**2 * orb_b(r2)**2 / r12)
exchange = np.sum(w * orb_a(r1) * orb_b(r2) * orb_b(r1) * orb_a(r2) / r12)
one_body = -5 * Z**2 / 8
assert abs(n_prod - 1) < 1e-9
assert abs(n_sing - 2) < 1e-9 and abs(n_trip - 2) < 1e-9
assert abs(coulomb - 17 * Z / 81) < 1e-8
assert abs(exchange - 16 * Z / 729) < 1e-8
assert abs(e_sing - (one_body + 17 * Z / 81 + 16 * Z / 729)) < 1e-8
assert abs(e_trip - (one_body + 17 * Z / 81 - 16 * Z / 729)) < 1e-8
assert abs(e_prod - (e_sing + e_trip) / 2) < 1e-8

print("Helium, hydrogenic 1s and 2s orbitals")
print(f"nuclear charge Z = {Z:.0f}")
print(f"one-electron energy sum = {one_body:.6f} hartree")
print(f"Coulomb integral J = {coulomb:.6f} hartree")
print(f"exchange integral K = {exchange:.6f} hartree")
print(f"singlet energy = {e_sing:.6f} hartree")
print(f"triplet energy = {e_trip:.6f} hartree")
print(f"single-product energy = {e_prod:.6f} hartree")
print(f"mean of singlet and triplet = {(e_sing + e_trip) / 2:.6f} hartree")
print(f"singlet-triplet splitting = {e_sing - e_trip:.6f} hartree")
print(f"singlet-triplet splitting = {(e_sing - e_trip) * HARTREE_EV:.4f} eV")

# Spin: basis (ab, ba) x (uu, ud, du, dd), antisymmetric states only
sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.array([[1, 0], [0, -1]], complex) / 2
one = np.eye(2)
totals = [np.kron(m, one) + np.kron(one, m) for m in (sx, sy, sz)]
spin_sq = np.kron(one, sum(m @ m for m in totals)).real
spin_swap = np.eye(4)[[0, 2, 1, 3]]
full_swap = np.kron(np.array([[0, 1], [1, 0]]), spin_swap)
diagonal = one_body + coulomb
ham = np.kron(np.array([[diagonal, exchange], [exchange, diagonal]]), np.eye(4))
swap_val, swap_vec = np.linalg.eigh(full_swap)
anti = swap_vec[:, swap_val < 0]
assert anti.shape[1] == 4
levels, coeff = np.linalg.eigh(anti.T @ ham @ anti)
states = anti @ coeff
s2_values = np.array([v @ spin_sq @ v for v in states.T])
assert np.allclose(levels, [e_trip] * 3 + [e_sing], atol=1e-8)
assert np.allclose(s2_values, [2, 2, 2, 0], atol=1e-10)
singlet_updown = states[:, 3].reshape(2, 4)[:, 1]
assert abs(singlet_updown[0]) > 0.1
assert abs(singlet_updown[0] - singlet_updown[1]) < 1e-10
determinant = np.zeros(8)
determinant[1], determinant[6] = 1 / np.sqrt(2), -1 / np.sqrt(2)
assert np.allclose(full_swap @ determinant, -determinant)
s2_det = determinant @ spin_sq @ determinant
e_det = determinant @ ham @ determinant
assert abs(s2_det - 1) < 1e-12 and abs(e_det - e_prod) < 1e-8
print(f"<S^2> of singlet = {abs(s2_values[3]):.3f} hbar^2")
print(f"<S^2> of triplet = {s2_values[0]:.3f} hbar^2")
print(f"<S^2> of single determinant = {s2_det:.3f} hbar^2")

# Schmidt coefficients: no single product can equal the singlet function
r, wr = legendre(80, RMAX)
root = np.sqrt(4 * np.pi * r**2 * wr)
av, bv = root * orb_a(r), root * orb_b(r)
schmidt = np.linalg.svd((np.outer(av, bv) + np.outer(bv, av)) / np.sqrt(2),
                        compute_uv=False)
assert np.allclose(schmidt[:2], np.sqrt(0.5), atol=1e-9) and schmidt[2] < 1e-10
print(f"singlet Schmidt coefficients = {schmidt[0]:.6f}, {schmidt[1]:.6f}")
print(f"largest squared overlap with one product = {schmidt[0]**2:.6f}")

# Local energy from a finite-difference Laplacian at a fixed point
point = np.array([0.4, 0.3, -0.5, -1.1, 0.9, 0.7])


def spatial(x, c_ab, c_ba):
    p, q = np.linalg.norm(x[:3]), np.linalg.norm(x[3:])
    return c_ab * orb_a(p) * orb_b(q) + c_ba * orb_b(p) * orb_a(q)


step = 1e-3
d1, d2 = np.linalg.norm(point[:3]), np.linalg.norm(point[3:])
d12 = np.linalg.norm(point[:3] - point[3:])
local_formula = one_body + 1 / d12
print(f"test point: r1 = {d1:.4f}, r2 = {d2:.4f}, r12 = {d12:.4f} bohr")
for name, c_ab, c_ba in (("singlet", 1, 1), ("triplet", 1, -1), ("product", 1, 0)):
    centre = spatial(point, c_ab, c_ba)
    lap = sum(spatial(point + step * e, c_ab, c_ba)
              + spatial(point - step * e, c_ab, c_ba) - 2 * centre
              for e in np.eye(6)) / step**2
    local = -0.5 * lap / centre - Z / d1 - Z / d2 + 1 / d12
    # second-order differences leave an error of order step squared
    assert abs(local - local_formula) < 1e-4
    print(f"local energy there, {name} = {local:.4f} hartree")

# Monte Carlo with independent samples of the exchange-symmetric density
rng = np.random.default_rng(12345)
n_samples = 400000
ra = rng.gamma(3.0, 1 / (2 * Z), n_samples)
table = np.linspace(0, 30, 60001)
density = table**2 * orb_b(table)**2
cdf = np.concatenate([[0], np.cumsum((density[1:] + density[:-1]) / 2)])
rb = np.interp(rng.random(n_samples), cdf / cdf[-1], table)
coin = rng.random(n_samples) < 0.5
p, q = np.where(coin, ra, rb), np.where(coin, rb, ra)
cosine = rng.uniform(-1, 1, n_samples)
pair = np.sqrt(p**2 + q**2 - 2 * p * q * cosine)
ab, ba = orb_a(p) * orb_b(q), orb_b(p) * orb_a(q)
x = 2 * ab * ba / (ab**2 + ba**2)
print(f"Monte Carlo samples = {n_samples}")
for name, sign, target in (("singlet", 1, e_sing), ("triplet", -1, e_trip),
                           ("product", 0, e_prod)):
    values = (1 + sign * x) / pair
    mc = one_body + values.mean()
    error = values.std(ddof=1) / np.sqrt(n_samples)
    assert error < 0.002 and abs(mc - target) < 5 * error
    print(f"Monte Carlo {name} = {mc:.5f} +/- {error:.5f} hartree")

# Cases in which the plain mean fails and the weighted mean holds
overlap = np.sum(4 * np.pi * r**2 * wr * orb_a(r) * orb_b(r, 1.0))
for title, zeta, jastrow in (("overlapping 2s, zeta = 1", 1.0, False),
                             ("Jastrow factor, zeta = 2", Z, True)):
    ep, n_p = energy_and_norm(grid, 1, 1, zeta, jastrow)
    em, n_m = energy_and_norm(grid, 1, -1, zeta, jastrow)
    e1, n_1 = energy_and_norm(grid, 1, 0, zeta, jastrow)
    for signs, value in (((1, 1), ep), ((1, -1), em), ((1, 0), e1)):
        check = energy_and_norm(coarse, *signs, zeta, jastrow)[0]
        assert abs(check - value) < 1e-6
    wp, wm = n_p / (n_p + n_m), n_m / (n_p + n_m)
    assert abs(e1 - (wp * ep + wm * em)) < 1e-8
    assert abs(e1 - (ep + em) / 2) > 1e-5
    print(f"Case: {title}")
    if not jastrow:
        assert abs(wp - (1 + overlap**2) / 2) < 1e-8
        print(f"  overlap S_ab = {overlap:.6f}")
    print(f"  singlet weight = {wp:.6f}, triplet weight = {wm:.6f}")
    print(f"  singlet energy = {ep:.6f} hartree")
    print(f"  triplet energy = {em:.6f} hartree")
    print(f"  single-product energy = {e1:.6f} hartree")
    print(f"  weighted mean = {wp * ep + wm * em:.6f} hartree")
    print(f"  plain mean = {(ep + em) / 2:.6f} hartree")
    print(f"  product minus plain mean = {e1 - (ep + em) / 2:.6f} hartree")

print("every check passed")
```

It prints:

```
Helium, hydrogenic 1s and 2s orbitals
nuclear charge Z = 2
one-electron energy sum = -2.500000 hartree
Coulomb integral J = 0.419753 hartree
exchange integral K = 0.043896 hartree
singlet energy = -2.036351 hartree
triplet energy = -2.124143 hartree
single-product energy = -2.080247 hartree
mean of singlet and triplet = -2.080247 hartree
singlet-triplet splitting = 0.087791 hartree
singlet-triplet splitting = 2.3889 eV
<S^2> of singlet = 0.000 hbar^2
<S^2> of triplet = 2.000 hbar^2
<S^2> of single determinant = 1.000 hbar^2
singlet Schmidt coefficients = 0.707107, 0.707107
largest squared overlap with one product = 0.500000
test point: r1 = 0.7071, r2 = 1.5843, r12 = 2.0125 bohr
local energy there, singlet = -2.0031 hartree
local energy there, triplet = -2.0031 hartree
local energy there, product = -2.0031 hartree
Monte Carlo samples = 400000
Monte Carlo singlet = -2.03606 +/- 0.00128 hartree
Monte Carlo triplet = -2.12395 +/- 0.00039 hartree
Monte Carlo product = -2.08000 +/- 0.00064 hartree
Case: overlapping 2s, zeta = 1
  overlap S_ab = 0.204800
  singlet weight = 0.520972, triplet weight = 0.479028
  singlet energy = -2.169240 hartree
  triplet energy = -2.121810 hartree
  single-product energy = -2.146520 hartree
  weighted mean = -2.146520 hartree
  plain mean = -2.145525 hartree
  product minus plain mean = -0.000995 hartree
Case: Jastrow factor, zeta = 2
  singlet weight = 0.497114, triplet weight = 0.502886
  singlet energy = -2.080401 hartree
  triplet energy = -2.135238 hartree
  single-product energy = -2.107978 hartree
  weighted mean = -2.107978 hartree
  plain mean = -2.107820 hartree
  product minus plain mean = -0.000158 hartree
every check passed
```
